# How finite nuclear size shifts the energy levels of hydrogen-like atoms

A hydrogen atom is an electron bound to a proton, and the Bohr spectrum follows if the proton is a point charge. The proton's charge is in fact spread over a region of radius about 0.84 fm, while the electron moves on the scale of the Bohr radius, about 53,000 fm. Outside the charge the Coulomb field is that of a point. Inside it the attraction is weaker, because only the charge nearer the centre pulls on the electron. A state that reaches the centre is therefore less bound than in the point-charge atom. The questions are how large this shift is, which states feel it, and which property of the nucleus it measures.

## Assumptions and conventions

Units are $\hbar=c=1$, and $\alpha$ is the fine-structure constant, so that charges $-e$ and $Ze$ at distance $r$ have the energy $-Z\alpha/r$.

(A1) A lepton of mass $m$ and a nucleus of mass $M$ obey the two-body Schrödinger equation. The relative motion has $H=p^2/2m_r+V(r)$ with $m_r=mM/(m+M)$. The Bohr radius is $a=1/(Z\alpha m_r)$.

(A2) The nuclear charge is $Ze\,\rho(r)$, rigid, spherical and centred on the centre of mass of the nucleus, with $\rho\ge0$, $\int\rho\,d^3r=1$ and finite moments $\langle r^k\rangle=\int r^k\rho\,d^3r$. Rigid means that the lepton does not deform the nucleus, so polarizability is left out.

(A3) The rms radius $r_N=\langle r^2\rangle^{1/2}$ obeys $r_N\ll a$, and $\langle r^k\rangle$ is of order $r_N^k$.

The form factor is $G(q^2)=\int\rho(r)\,e^{-i\mathbf q\cdot\mathbf r}d^3r$.

## Theorem

Under (A1)–(A3), at leading order in $r_N/a$, the level $nl$ is shifted relative to the point-nucleus level by

$$\Delta E_{nl}=\frac23\,\frac{(Z\alpha)^4m_r^3\,r_N^2}{n^3}\,\delta_{l0},\qquad r_N^2=-6\,\frac{dG}{dq^2}\Big|_{q^2=0}.$$

The shift is upward, and the nucleus enters only through the slope of $G$. For $l=0$ the correction relative to $\Delta E_{n0}$ is of order $r_N/a$. For $l>0$ the shift is of order $(r_N/a)^{2l}$ relative to that of an S state.

## The nuclear side

**Lemma 1 (the perturbation).** $V=-Z\alpha/r+\delta V$ with
$$\delta V(r)=Z\alpha\int_r^\infty 4\pi s^2\rho(s)\left(\frac1r-\frac1s\right)ds\ \ge 0 .$$

*Proof.* Superposition gives $V(\mathbf r)=-Z\alpha\int\rho(s)\,|\mathbf r-\mathbf s|^{-1}d^3s$. Since $\rho$ is spherical, only the angular average of the kernel matters. With $t$ the cosine of the angle between $\mathbf r$ and $\mathbf s$,
$$\frac12\int_{-1}^1\frac{dt}{\sqrt{r^2+s^2-2rst}}=\frac{(r+s)-|r-s|}{2rs}=\frac1{\max(r,s)} .$$
Write the point potential as $-Z\alpha\int4\pi s^2\rho(s)\,r^{-1}ds$, which is allowed because $\rho$ has unit integral, and subtract it from $V$. Shells with $s<r$ cancel. Shells with $s>r$ leave $Z\alpha(1/r-1/s)$, which is positive. ∎

For a uniform sphere of radius $R$, $4\pi\rho=3/R^3$, and for $r<R$ the integral is $\frac{3}{R^3}\big[\frac{R^3-r^3}{3r}-\frac{R^2-r^2}{2}\big]$, so that $\delta V=Z\alpha\big[\frac1r-\frac3{2R}+\frac{r^2}{2R^3}\big]$, and $\delta V=0$ outside. Its moments are $\langle r^k\rangle=3R^k/(k+3)$, so $R=\sqrt{5/3}\,r_N=1.2910\,r_N$.

**Lemma 2 (slope of the form factor).** $G(q^2)=1-q^2\langle r^2\rangle/6+q^4\langle r^4\rangle/120-\dots$

*Proof.* The angular average of the plane wave is $\frac12\int_{-1}^1e^{-iqrt}dt=\sin(qr)/(qr)$, so $G=\langle\sin(qr)/(qr)\rangle$. Insert $\sin x/x=1-x^2/3!+x^4/5!-\dots$. The coefficient of $q^2$ is $dG/dq^2|_0=-\langle r^2\rangle/6$. ∎

**Lemma 3 (the perturbation in momentum space).**
$$\delta\tilde V(q)\equiv\int\delta V\,e^{-i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi Z\alpha\,[1-G(q^2)]}{q^2},\qquad \delta\tilde V(0)=\frac{2\pi}{3}Z\alpha\,r_N^2 .$$

*Proof.* Replace the plane wave by its angular average, insert Lemma 1 and exchange the order of integration, so that $r$ runs from $0$ to $s$ for each shell $s$. The inner integral is
$$\int_0^s4\pi r^2\Big(\frac1r-\frac1s\Big)\frac{\sin qr}{qr}\,dr=\frac{4\pi}{q}\left[\int_0^s\sin qr\,dr-\frac1s\int_0^sr\sin qr\,dr\right].$$
The first integral is $(1-\cos qs)/q$. The second, by parts, is $\sin(qs)/q^2-s\cos(qs)/q$. The cosines cancel in the bracket, which leaves $\frac{4\pi}{q^2}\big[1-\frac{\sin qs}{qs}\big]$. Averaging over shells with weight $4\pi s^2\rho(s)$ gives the first formula. By Lemma 2, $1-G\to q^2r_N^2/6$ as $q\to0$. The factor $q^2$ cancels the Coulomb pole, and $4\pi/6=2\pi/3$. ∎

The cancellation has a plain meaning. A point charge has the transform $-4\pi Z\alpha/q^2$ and the extended one $-4\pi Z\alpha G/q^2$. The value $G(0)=1$ says that both carry the same total charge, so their difference has no long-range part. For a probe with $q\ll1/r_N$ the difference is a constant in $q$, which is the transform of the contact potential $\frac{2\pi}3Z\alpha r_N^2\,\delta^3(\mathbf r)$.

**Lemma 4 (moments of the perturbation).** For $k\ge0$,
$$\int r^k\,\delta V\,d^3r=\frac{4\pi Z\alpha\,\langle r^{k+2}\rangle}{(k+2)(k+3)} .$$

*Proof.* The same exchange of order gives the inner integral
$$\int_0^s4\pi r^{k+2}\Big(\frac1r-\frac1s\Big)dr=4\pi s^{k+2}\Big(\frac1{k+2}-\frac1{k+3}\Big)=\frac{4\pi s^{k+2}}{(k+2)(k+3)},$$
and the average over shells turns $s^{k+2}$ into $\langle r^{k+2}\rangle$. ∎

The case $k=0$ repeats $\delta\tilde V(0)$ without the form factor. In the numerical check, uniform, Gaussian and exponential densities with $\langle r^2\rangle=1$ and $Z\alpha=1$ all give $-6\,dG/dq^2=1.000000$ by finite differences and $\int\delta V\,d^3r=2.094395=2\pi/3$ by quadrature.

## The atomic side

Write $\psi=Y_{lm}\,u(r)/r$ with $u$ real and $\int_0^\infty u^2dr=1$. The radial equation is
$$u''=\Big[\frac{l(l+1)}{r^2}+2m_r(V-E)\Big]u .$$
It makes sense for any real $l\ge0$, with the boundary condition $u\propto r^{l+1}$ at the origin, and this freedom is used below.

**Lemma 5 (point-nucleus spectrum and cusp).** For $V=-Z\alpha/r$ and real $l\ge0$, $E=-1/[2m_ra^2(n_r+l+1)^2]$ with $n_r=0,1,2,\dots$ For $l=0$, $\psi(r)=\psi(0)\,[1-r/a+O(r^2/a^2)]$ for every $n_r$.

*Proof.* Put $\kappa^2=-2m_rE$, note $2m_rZ\alpha=2/a$, and set $u=r^{l+1}e^{-\kappa r}P(r)$. Differentiating twice,
$$\frac{u''}{r^{l+1}e^{-\kappa r}}=P''+2\Big(\frac{l+1}r-\kappa\Big)P'+\Big[\frac{l(l+1)}{r^2}-\frac{2\kappa(l+1)}r+\kappa^2\Big]P .$$
The right side of the radial equation gives $[l(l+1)/r^2-2/(ar)+\kappa^2]P$. The common terms cancel, and multiplication by $r$ leaves $rP''+2(l+1-\kappa r)P'+2[1/a-\kappa(l+1)]P=0$. With $P=\sum c_kr^k$, the coefficient of $r^k$ gives
$$(k+1)(k+2l+2)\,c_{k+1}=2\big[\kappa(k+l+1)-1/a\big]\,c_k .$$
If the series does not end, $c_{k+1}/c_k\to2\kappa/k$, the ratio of the series of $e^{2\kappa r}$, so $u$ grows like $e^{\kappa r}$ and cannot be normalized. The series ends at some $k=n_r$, which requires $\kappa=1/[a(n_r+l+1)]$, and $E=-\kappa^2/2m_r$. For $l=0$, $k=0$ the recursion gives $c_1/c_0=\kappa-1/a$. Then $u/r=c_0(1-\kappa r)(1+\kappa r-r/a)+\dots=c_0(1-r/a)+\dots$, in which $\kappa$ has dropped out. ∎

For integer $l$ the principal quantum number is $n=n_r+l+1$.

**Lemma 6.** $\langle r^{-2}\rangle=1/[a^2n^3(l+\tfrac12)]$.

*Proof.* The radial Hamiltonian $H_l$ depends on $l$ through $l(l+1)/2m_rr^2$. Differentiate $E=\langle u|H_l|u\rangle$ at fixed $n_r$. The terms with $\partial_lu$ give $2E\langle u|\partial_lu\rangle=E\,\partial_l\langle u|u\rangle=0$. Moving $H_l$ onto $u$ in these terms produces a surface term $u\,\partial_lu'-u'\partial_lu$. With $u\sim r^{l+1}$ and $\partial_lu\sim r^{l+1}\ln r$ it behaves as $r^{2l+1}$ and vanishes at the origin. What remains is the Hellmann–Feynman relation $\partial_lE=\langle\partial_lH_l\rangle=\frac{2l+1}{2m_r}\langle r^{-2}\rangle$. Lemma 5 gives $\partial_lE=1/(m_ra^2n^3)$. Equating the two yields the claim. ∎

**Lemma 7.** $|\psi_{n0}(0)|^2=1/(\pi a^3n^3)=(Z\alpha m_r)^3/(\pi n^3)$.

*Proof.* Multiply the $l=0$ equation by $u'$ and integrate from $0$ to $\infty$. On the left, $\int u'u''dr=\tfrac12[u'^2]_0^\infty=-\tfrac12u'(0)^2$. On the right, $2uu'=(u^2)'$, and integration by parts gives
$$m_r\int(V-E)(u^2)'dr=m_r\big[(V-E)u^2\big]_0^\infty-m_r\int V'u^2dr .$$
The boundary term vanishes, since $Vu^2\sim r$ at the origin and $u$ decays at infinity. Hence $u'(0)^2=2m_r\langle V'\rangle$. For the Coulomb potential $V'=Z\alpha/r^2$, and Lemma 6 at $l=0$ gives
$$u'(0)^2=\frac2a\cdot\frac{2}{a^2n^3}=\frac4{a^3n^3}.$$
Since $Y_{00}^2=1/4\pi$ and $u/r\to u'(0)$, $|\psi(0)|^2=u'(0)^2/4\pi$. ∎

Quadrature of the wave functions gives $a^3|\psi(0)|^2=0.318310,\ 0.039789,\ 0.011789$ for $n=1,2,3$, which is $1/\pi n^3$.

## Proof of the theorem

*First order, $l=0$.* The states of equal $n$ are degenerate, but they differ in $l$ or $m$, and the spherical $\delta V$ has no matrix elements between them. The first-order shift is therefore $\int\delta V|\psi|^2d^3r$. The weight $\delta V$ lives at $r\lesssim r_N\ll a$, so the cusp expansion of Lemma 5, $|\psi|^2=|\psi(0)|^2(1-2r/a+\dots)$, may be inserted. Lemma 4 with $k=0$ and $k=1$ gives
$$E^{(1)}=|\psi(0)|^2\Big[\frac{2\pi}3Z\alpha r_N^2-\frac2a\,\frac{4\pi Z\alpha\langle r^3\rangle}{12}+\dots\Big]=\frac{2\pi}3Z\alpha r_N^2|\psi(0)|^2\Big[1-c_1\frac{r_N}a+\dots\Big],$$
with $c_1=\langle r^3\rangle/r_N^3$ and a remainder of relative order $(r_N/a)^2$. The prefactor is $\delta\tilde V(0)|\psi(0)|^2$. Lemma 7 turns it into
$$\frac{2\pi}3Z\alpha\,r_N^2\cdot\frac{(Z\alpha m_r)^3}{\pi n^3}=\frac23\frac{(Z\alpha)^4m_r^3r_N^2}{n^3},$$
and Lemma 2 identifies $r_N^2$ with the slope.

*Second order, $l=0$.* Near the origin $\delta V\approx Z\alpha/r$ is not small, so the higher orders need an estimate. This part of the proof is a leading-order argument. In $E^{(2)}=\sum_{k}'|\langle k|\delta V|\psi\rangle|^2/(E-E_k)$ suppose first that intermediate momenta $q\gg1/a$ dominate. Such states have kinetic energy far above the binding energy, so they are plane waves with $E-E_k\approx-q^2/2m_r$, and $\langle\mathbf q|\delta V|\psi\rangle\approx\psi(0)\,\delta\tilde V(q)$ because $\psi$ is constant over the nucleus. With $\int d^3q/(2\pi)^3=\int q^2dq/2\pi^2$ and Lemma 3,
$$E^{(2)}=-|\psi(0)|^2\int_0^\infty\frac{q^2dq}{2\pi^2}\,\frac{2m_r}{q^2}\,\frac{16\pi^2(Z\alpha)^2(1-G)^2}{q^4}=-16\,m_r(Z\alpha)^2|\psi(0)|^2\int_0^\infty\frac{(1-G)^2}{q^4}\,dq .$$
The integrand equals $r_N^4/36$ at small $q$ and falls as $q^{-4}$ beyond $q\sim1/r_N$, so the integral is of order $r_N^3$ and comes from $q\sim1/r_N$. The region $q\lesssim1/a$, where plane waves are wrong, contributes about $r_N^4/a$, smaller by $r_N/a$, which confirms the supposition. The Coulomb distortion of a wave of momentum $q$ is of relative size $1/(qa)$, and $\int r_N^4\,dq/(qa)$ between $1/a$ and $1/r_N$ adds a logarithm to that error. Dividing $E^{(2)}$ by the leading shift and using $m_rZ\alpha=1/a$ and $16\cdot\frac{3}{2\pi}=\frac{24}\pi$,
$$\frac{E^{(2)}}{\Delta E_{n0}}=-c_2\frac{r_N}a,\qquad c_2=\frac{24}{\pi r_N^3}\int_0^\infty\frac{(1-G)^2}{q^4}\,dq .$$
Each further order adds a factor $\delta V\sim Z\alpha/r_N$ over an energy $q^2/2m_r\sim1/(m_rr_N^2)$, that is another factor $Z\alpha m_rr_N=r_N/a$. The S-state shift is thus
$$\Delta E_{n0}\Big[1-(c_1+c_2)\frac{r_N}{a}+O\Big(\frac{r_N^2}{a^2}\ln\frac a{r_N}\Big)\Big].$$

*States with $l>0$.* The angular integral of $|Y_{lm}|^2$ is one, so $E^{(1)}=\int\delta V\,u^2dr$. Near the origin $u^2\approx C\,r^{2l+2}/a^{2l+3}$, with $C$ a pure number by dimensions. Since $r^{2l+2}dr=r^{2l}d^3r/4\pi$, Lemma 4 with $k=2l$ gives $E^{(1)}=C\,Z\alpha\langle r^{2l+2}\rangle/[(2l+2)(2l+3)a^{2l+3}]$. The S-state shift scales as $Z\alpha r_N^2/a^3$, so the ratio is of order $(r_N/a)^{2l}$ and there is no term of order $r_N^2$. The higher orders follow the counting used for $l=0$: each adds a factor $\delta V\sim Z\alpha/r_N$ over an energy $1/(m_rr_N^2)$, that is $r_N/a$, so they do not change this order. ∎

The argument for the higher orders is tested without perturbation theory. For the uniform sphere the radial equation is solved by a power series inside and by the decaying Coulomb function outside, and the eigenvalue follows from matching $u'/u$ at $R$. Here $c_1=\frac12(5/3)^{3/2}=1.0758$, quadrature gives $c_2=0.5635$, and the sum is $1.6394$. At $r_N/a=0.001$ the prediction for the ratio of exact shift to formula is $0.998361$, and the exact ratios are $0.998357$, $0.998357$, $0.998358$ for 1S, 2S, 3S. The program asserts that the difference stays below $8(r_N/a)^2\ln(a/r_N)$, which is a bound of the expected form and not a value of the next coefficient.

## Remarks

**1. The same step in momentum space.** With $F(q)$ the transform of $|\psi|^2$, Parseval's theorem gives $E^{(1)}=\int\frac{d^3q}{(2\pi)^3}\delta\tilde V(q)F(q)$. For 1S, Lemma 5 gives $P$ constant and $\kappa=1/a$, so $|\psi|^2=e^{-2r/a}/\pi a^3$. The transform of $e^{-\mu r}/r$ is $\frac{4\pi}q\int_0^\infty e^{-\mu r}\sin qr\,dr=\frac{4\pi}q\,\mathrm{Im}\frac1{\mu-iq}=\frac{4\pi}{q^2+\mu^2}$. Applying $-\partial/\partial\mu$ gives $8\pi\mu/(q^2+\mu^2)^2$ for $e^{-\mu r}$, and $\mu=2/a$ yields $F=16/(4+q^2a^2)^2$. The atom supplies momenta $q\sim1/a$, where only the slope of $G$ is seen. Replacing $\delta\tilde V(q)$ by $\delta\tilde V(0)$ leaves $\int F\,d^3q/(2\pi)^3=|\psi(0)|^2$, which is the theorem. The next Taylor term of Lemma 2 cannot be treated in this way. It adds a term $\propto q^2\langle r^4\rangle$ to $\delta\tilde V$, and with $F\sim16/(qa)^4$ the integral $\int q^2dq\;q^2/q^4$ diverges linearly. The expansion of $G$ holds only up to $q\sim1/r_N$. Cutting the integral there gives $r_N^3/a^4$ against the leading $r_N^2/a^3$. This is why the first correction is linear in $r_N/a$.

**2. Shape dependence.** Unlike the leading term, the correction involves more of the density than $r_N$. Its first-order part is $c_1=1.0758,\ 1.2284,\ 1.4434$ for the uniform, Gaussian and exponential densities. The second-order part $c_2$ depends on $G$ at $q\sim1/r_N$ and is evaluated here only for the sphere, so these three numbers do not give the shape dependence of the full coefficient $c_1+c_2$.

**3. The 2P state.** Lemma 5 gives $u\propto r^2e^{-r/2a}$, and $\int r^4e^{-r/a}dr=24a^5$, so $C=1/24$ and $\Delta E_{2P}=Z\alpha\langle r^4\rangle/(480a^5)$. The 2S shift is $Z\alpha r_N^2/(12a^3)$, so the ratio is $\langle r^4\rangle/(40\,r_N^2a^2)$. For the sphere at $r_N/a=0.001$ the exact 2P shift is $0.999166$ of this first-order value.

**4. Relativity.** Relativistic motion of the lepton, left out by (A1), corrects the shift by terms of relative order $(Z\alpha)^2$, up to a logarithm. For the Dirac ground state in a fixed Coulomb field, with $g$ and $f$ equal to $r$ times the upper and lower radial functions,
$$g'=\frac gr+\Big(E+m+\frac{Z\alpha}r\Big)f,\qquad f'=-\frac fr-\Big(E-m+\frac{Z\alpha}r\Big)g .$$
Near the origin only the $1/r$ terms count. With $g=g_0r^\gamma$ and $f=f_0r^\gamma$ they give $(\gamma-1)g_0=Z\alpha f_0$ and $(\gamma+1)f_0=-Z\alpha g_0$. The product of the two equations yields $\gamma^2=1-(Z\alpha)^2$. The density $(g^2+f^2)/r^2$ goes as $(r/a)^{2\gamma-2}$ with $2\gamma-2\approx-(Z\alpha)^2$, and at the nucleus it is raised by the factor $1+(Z\alpha)^2\ln(a/r_N)$. This argument fixes the logarithm and leaves open a constant times $(Z\alpha)^2$. When $Z\alpha$ is not small, the shift scales as $r_N^{2\gamma}$ by the same power counting, and the theorem does not apply. Relativity also alters the statement for $l>0$. The lower component is about $\boldsymbol\sigma\cdot\mathbf p\,\psi/2m$, and for P$_{1/2}$ it has orbital angular momentum zero and does not vanish at the origin. Its size is of order $a^{-5/2}/m=Z\alpha\,a^{-3/2}$, so the shift of a P$_{1/2}$ level is of order $(Z\alpha)^2$ relative to an S-state shift. For $n=2$ the factor is small. The upper radial function $R=u/r\approx r/(\sqrt{24}\,a^{5/2})$ of Remark 3 gives a lower one of magnitude $(R'+2R/r)/2m=3/(2m\sqrt{24}\,a^{5/2})$ at the origin, with square $\frac3{32}(Z\alpha)^2/a^3$, against $u'(0)^2=1/(2a^3)$ for 2S from Lemma 7. For $mr_N\ll1$ the ratio of the 2P$_{1/2}$ shift to the 2S shift is therefore $\frac3{16}(Z\alpha)^2$ at leading order in $Z\alpha$. The condition is needed because the upper component adds the ratio of Remark 3, which is of order $(r_N/a)^2=(Z\alpha\,m_rr_N)^2$.

**5. What $r_N$ means for a proton.** A static density requires that the nucleus absorb $q\sim1/r_N$ without relativistic recoil, that is $Mr_N\gg1$. For the proton, the numbers below give $Mr_N=938.27\times4.2607\times10^{-3}\approx4$, so $\rho$ is only a rough picture. The leading term needs $G$ only at $q\sim1/a$, so the radius is defined by the slope formula of the theorem, applied to the Sachs electric form factor. A pointlike spin-½ nucleus also has a contact term with a quantity of order $1/M^2$ in place of $r_N^2$, the Darwin–Foldy term, which by convention is counted as recoil and not as size. Recoil beyond the reduced mass, radiative corrections and polarizability lie outside (A1) and (A2) and are not estimated here.

## Worked example: hydrogen

The inputs are the tabulated constants read by the program: $\alpha=7.297352564\times10^{-3}$, $\hbar c=197.326980$ MeV fm, $m_e=0.51099895$ MeV, $m_p=938.27209$ MeV and $r_p=0.84075$ fm, with $Z=1$. The reduced mass is
$$m_r=\frac{0.51099895\times938.27209}{0.51099895+938.27209}=0.51072080\ \text{MeV},\qquad m_r^3=0.1332142\ \text{MeV}^3 .$$
The radius in natural units is $0.84075/197.326980=4.260695\times10^{-3}$ MeV$^{-1}$, with square $1.815352\times10^{-5}$ MeV$^{-2}$. The Bohr radius is $a=\hbar c/(\alpha m_r)=52946.54$ fm, so $r_p/a=1.58792\times10^{-5}$ and (A3) holds. With $\alpha^4=2.835707\times10^{-9}$,
$$\Delta E_{1S}=\tfrac23\times2.835707\times10^{-9}\times0.1332142\times1.815352\times10^{-5}\ \text{MeV}=4.5717\ \text{neV}.$$
The two factors of the proof give the same number. The contact strength $\frac{2\pi}3\alpha r_p^2=2.774500\times10^{-7}$ MeV$^{-2}$ times $|\psi(0)|^2=1.647771\times10^{-8}$ MeV$^3$ is $4.5717\times10^{-15}$ MeV. With $1\ \text{neV}/h=0.241799$ MHz,
$$\Delta E_{1S}/h=4.5717\times0.241799\ \text{MHz}=1.105\ \text{MHz}\approx1.1\ \text{MHz}.$$
In terms of the radius this is $1.564$ MHz/fm$^2$ times $r_p^2$, so a relative change of $r_p$ changes the shift by twice as much, and the value 1.1 MHz belongs to a radius near 0.84 fm. Dividing $\frac23\alpha r_p^2/a^3$ by the binding energy $\alpha/2a$ gives $\frac43(r_p/a)^2=3.36\times10^{-10}$. The 2S shift is one eighth of the 1S shift, $0.138$ MHz, and the 1S–2S interval changes by $(\frac18-1)\Delta E_{1S}/h=-0.967$ MHz. Using $m_e$ in place of $m_r$ would multiply the result by $(m_e/m_r)^3=1.0016$ and give $1.107$ MHz.

The neglected terms are evaluated with the uniform sphere of the same $r_p$, which serves as a model and not as the shape of the proton. The size correction relative to $\Delta E_{1S}$ is predicted as $-1.6394\times1.58792\times10^{-5}=-2.603\times10^{-5}$, about $-29$ Hz, and the exact Schrödinger eigenvalue gives $-2.603\times10^{-5}$ as well. The exact Dirac eigenvalue for the sphere, with a fixed centre and mass $m_r$, lies above the formula by $5.89\times10^{-4}$ of $\Delta E_{1S}$, or $0.65$ kHz, which moves the result to $1.106$ MHz. The logarithm of Remark 4 is $\alpha^2\ln(a/r_p)=5.88\times10^{-4}$. The closeness of these two numbers is not a test, because the Dirac value also contains the negative size correction and the undetermined constant times $\alpha^2$, and the two evidently cancel in large part for this model. The test of the logarithm is the change of the ratio when the radius is lowered from $r_p/10$ to $r_p/100$, with the linear size term removed: it is $1.227\times10^{-4}$, against $\alpha^2\ln10=1.226\times10^{-4}$. Of the terms examined, the relativistic one is the largest, and it already affects the fourth figure of 1.105 MHz.

For 2P, Remark 3 with $\langle r^4\rangle/r_N^4=1.1905$ gives the ratio $1.1905\times(1.58792\times10^{-5})^2/40=7.5\times10^{-12}$ to the 2S shift, as in the exact Schrödinger solution, where the shift is $1.0\times10^{-6}$ Hz. By Remark 4 this Schrödinger value does not describe the 2P$_{1/2}$ level.

In muonic hydrogen, $m_\mu=105.65838$ MeV gives $m_r=94.96447$ MeV, $a=284.75$ fm and $r_p/a=2.9526\times10^{-3}$. The cube of the ratio of reduced masses is $6.4288\times10^6$, so
$$\Delta E_{2S}=\tfrac18\times4.5717\ \text{neV}\times6.4288\times10^6=3.67\ \text{meV}.$$
Relative to the shift, the size correction grows in proportion to $m_r$, while the logarithmic term of Remark 4, $(Z\alpha)^2\ln(a/r_N)$, becomes smaller. The prediction relative to $\Delta E_{2S}$ is $-1.6394\times2.9526\times10^{-3}=-4.84\times10^{-3}$. The exact Schrödinger solution for the sphere gives $-4.86\times10^{-3}$ and a shift of $3.66$ meV, and the difference between the two lies within the same bound $8(r_N/a)^2\ln(a/r_N)$. At this ratio of sizes the size correction, whose coefficient $c_1+c_2$ involves more of $G$ than its slope, already changes the third figure of the shift within this model. The recoil and radiative corrections named in Remark 5 are not estimated and are contained in neither number.

## Computed results

```
n=1: a^3 |psi(0)|^2 by quadrature = 0.318310
n=2: a^3 |psi(0)|^2 by quadrature = 0.039789
n=3: a^3 |psi(0)|^2 by quadrature = 0.011789
uniform: <r^2>=1.000000, -6G'=1.000000, int dV=2.094395, <r^3>/r^3=1.0758
Gaussian: <r^2>=1.000000, -6G'=1.000000, int dV=2.094395, <r^3>/r^3=1.2284
exponential: <r^2>=1.000000, -6G'=1.000000, int dV=2.094395, <r^3>/r^3=1.4434
(2 pi/3) for comparison = 2.094395
sphere, coefficients of -r/a: cusp 1.0758, 2nd order 0.5635, sum 1.6394
sphere <r^4>/r^4 = 1.1905, R/r = 1.2910
r/a=0.001, 1S exact/formula = 0.998357, 1 - sum*r/a = 0.998361
r/a=0.001, 2S exact/formula = 0.998357, 1 - sum*r/a = 0.998361
r/a=0.001, 3S exact/formula = 0.998358, 1 - sum*r/a = 0.998361
r/a=0.001, 2P exact/first order = 0.999166
alpha = 7.297352564e-03, alpha^4 = 2.835707e-09, hbar c = 197.326980 MeV fm
m_e = 0.51099895 MeV, m_p = 938.27209 MeV
m_r = 0.51072080 MeV, m_r^3 = 0.1332142 MeV^3
r_p = 0.84075 fm = 4.260695e-03 1/MeV, r_p^2 = 1.815352e-05 1/MeV^2
a = 52946.54 fm, r_p/a = 1.58792e-05
|psi_1S(0)|^2 = 1.647771e-08 MeV^3
contact strength (2pi/3) alpha r^2 = 2.774500e-07 1/MeV^2
1 neV / h = 0.241799 MHz
dE(1S) = 4.5717 neV = 1.10544 MHz
dE(1S)/r^2 = 1.56388 MHz/fm^2
dE(2S) = 0.13818 MHz
change of 1S-2S interval = -0.96726 MHz
dE(1S)/Bohr binding energy = 3.3620e-10
(m_e/m_r)^3 = 1.001635, dE(1S) with m_e = 1.10725 MHz
exact Schroedinger sphere 1S = 1.105413 MHz, ratio-1 = -2.6033e-05
predicted -sum*r/a = -2.6032e-05, in Hz: -28.8
exact Schroedinger sphere 2P = 1.037e-06 Hz, 2P/2S = 7.505e-12
exact Dirac sphere 1S = 1.106093 MHz, ratio-1 = 5.8919e-04
Dirac minus formula = 0.651 kHz
alpha^2 ln(a/r) = 5.8845e-04
Dirac change per decade of r = 1.2272e-04, alpha^2 ln10 = 1.2262e-04
muon: m = 105.65838 MeV, m_r = 94.96447 MeV, a = 284.75 fm
muon: r/a = 2.9526e-03, (m_r ratio)^3 = 6.4288e+06
muonic 2S: formula 3.6739 meV, exact sphere 3.6560 meV
muonic 2S: ratio-1 = -4.8613e-03, predicted -4.8404e-03
```
